# Equilibrium Pressure of AlCl over Liquid Aluminium: test program

```python
# Result under test: for AlCl3(g) + 2 Al(l) <-> 3 AlCl(g), with
# Kp = p1^3/p3 = 0.01 bar^2 and p1 + p3 = 1 bar, p1 = 0.20 bar.
# p1, p3: partial pressures of AlCl and AlCl3 in bar; standard pressure 1 bar.
# extent: moles of reaction as written; liquid Al is pure and in excess.
# The independent road is direct minimisation of the Gibbs energy.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy
from pyscf import gto, scf, mp

R = const.R
Kp = 0.01          # bar^2
P = 1.0            # bar
T = 1300.0         # K, rough temperature of use
dH = 390e3         # J/mol, rough reaction enthalpy


def pressure_root(K, total, inert_ratio=0.0):
    """AlCl pressure from mass action and the pressure balance."""
    def balance(p1):
        p3 = p1**3 / K
        return p1 + p3 + inert_ratio * (p3 + p1 / 3) - total
    return brentq(balance, 0.0, total, xtol=1e-14)


def gibbs_minimum(g0, total, feed3=1.0, feed1=0.0, inert=0.0):
    """Minimise G/RT over the extent; g0 = standard reaction G/RT."""
    def gibbs(extent):
        n = np.array([feed1 + 3 * extent, feed3 - extent, inert])
        return extent * g0 + np.sum(xlogy(n, n * total / n.sum() + 1e-300))
    low, high = -feed1 / 3 + 1e-12, feed3 - 1e-12
    fit = minimize_scalar(gibbs, bounds=(low, high), method="bounded",
                          options={"xatol": 1e-11, "maxiter": 1000})
    assert fit.success
    extent = fit.x
    moles = feed1 + feed3 + inert + 2 * extent
    return total * (feed1 + 3 * extent) / moles, extent


# Main result: symbolic roots, and Gibbs minimum
x = sp.symbols("x")
cubic = sp.Poly(x**3 + sp.Rational(1, 100) * x - sp.Rational(1, 100), x)
real_roots = sp.real_roots(cubic)
assert real_roots == [sp.Rational(1, 5)]
quadratic, remainder = sp.div(cubic, sp.Poly(x - sp.Rational(1, 5), x))
assert remainder.is_zero
discriminant = float(sp.discriminant(quadratic.as_expr(), x))
assert discriminant < 0
p1 = pressure_root(Kp, P)
p3 = P - p1
g0 = -np.log(Kp)
p1_gibbs, extent_gibbs = gibbs_minimum(g0, P)
extent = p1 / (3 * P - 2 * p1)
# A flat minimum limits the minimiser to about the root of machine precision
assert abs(p1 - float(real_roots[0])) < 1e-11
assert abs(p1_gibbs - p1) < 1e-6
assert abs(extent_gibbs - extent) < 1e-6

# The starting gas does not matter when both gases come from Al and Cl only
p1_mixed, extent_mixed = gibbs_minimum(g0, P, feed3=1.0, feed1=0.5)
assert abs(p1_mixed - p1) < 1e-6
assert extent_mixed < 0    # this richer gas deposits aluminium

# Other total pressure and an inert gas
P_low = 0.1
p1_low = pressure_root(Kp, P_low)
assert abs(gibbs_minimum(g0, P_low)[0] - p1_low) < 1e-6
assert p1_low < p1 and p1_low / P_low > p1 / P
p1_inert = pressure_root(Kp, P, inert_ratio=1.0)
p1_inert_gibbs, extent_inert = gibbs_minimum(g0, P, inert=1.0)
assert abs(p1_inert_gibbs - p1_inert) < 1e-6
assert p1_inert < p1 and extent_inert > extent
shortcut = (Kp * P) ** (1 / 3)
assert shortcut > p1

# Sensitivities: formulas against differences of Gibbs minima
slope_K = 1 / (3 + p1 / p3)
step = 0.02
difference_K = (np.log(gibbs_minimum(g0 - step, P)[0])
                - np.log(gibbs_minimum(g0 + step, P)[0])) / (2 * step)
assert abs(difference_K / slope_K - 1) < 1e-3
slope_P = Kp / (3 * p1**2 + Kp)
difference_P = (gibbs_minimum(g0, P + step)[0]
                - gibbs_minimum(g0, P - step)[0]) / (2 * step)
assert abs(difference_P / slope_P - 1) < 2e-3
dG = -R * T * np.log(Kp)
dS = (dH - dG) / T


def g0_at(temperature):
    return (dH - temperature * dS) / (R * temperature)


slope_T = slope_K * dH / (R * T**2)
difference_T = (np.log(gibbs_minimum(g0_at(T + 1), P)[0])
                - np.log(gibbs_minimum(g0_at(T - 1), P)[0])) / 2
assert abs(difference_T / slope_T - 1) < 1e-3
p1_cool = gibbs_minimum(g0_at(T - 10), P)[0]
p1_hot = gibbs_minimum(g0_at(T + 10), P)[0]

# Neglected AlCl2: MP2 energy of AlCl + AlCl3 -> 2 AlCl2
# Rough fixed bond lengths in angstrom and bond angle in degrees
bond1, bond2, bond3, angle2 = 2.13, 2.10, 2.07, 119.0


def mp2_energy(bond, directions_deg, spin):
    atoms = [("Al", (0.0, 0.0, 0.0))]
    for direction in np.radians(directions_deg):
        atoms.append(("Cl", (bond * np.cos(direction),
                             bond * np.sin(direction), 0.0)))
    mol = gto.M(atom=atoms, basis="def2-svp", spin=spin, verbose=0)
    field = scf.UHF(mol) if spin else scf.RHF(mol)
    field.kernel()
    assert field.converged
    correlated = mp.MP2(field, frozen=5 * mol.natm)
    correlated.kernel()
    return correlated.e_tot


hartree_molar = const.physical_constants["Hartree energy"][0] * const.N_A
E1 = mp2_energy(bond1, [0], 0)
E2 = mp2_energy(bond2, [0, angle2], 1)
E3 = mp2_energy(bond3, [0, 120, 240], 0)
dE_radical = (2 * E2 - E1 - E3) * hartree_molar
assert dE_radical > 0
dS_radical = 40.0                     # J/(mol K), rough
margin = 30e3                         # J/mol, allowance for energy error

# Neglected dimer and metal vapour, from rough thermochemical values
dH_dimer, dS_dimer = 125e3, 140.0     # J/mol, J/(mol K)
K_dimer = np.exp(-dH_dimer / (R * T) + dS_dimer / R)   # bar
T_boil, dH_vap = 2740.0, 290e3        # K, J/mol
p_metal = const.atm / const.bar * np.exp(
    -dH_vap / R * (1 / T - 1 / T_boil))


def full_vapour(energy):
    """Coupled pressures of AlCl, AlCl3, AlCl2 and Al2Cl6."""
    K_radical = np.exp(-energy / (R * T) + dS_radical / R)

    def species(q1):
        q3 = q1**3 / Kp
        return np.array([q1, q3, np.sqrt(K_radical * q1 * q3),
                         q3**2 / K_dimer])
    q1 = brentq(lambda q: species(q).sum() + p_metal - P, 0.0, P,
                xtol=1e-14)
    return species(q1)


full = full_vapour(dE_radical)
worst = full_vapour(dE_radical - margin)
# First-order estimate: extra species act like a loss of total pressure
lost_pressure = full[2] + full[3] + p_metal
shift_estimate = -slope_P * lost_pressure
assert abs((full[0] - p1) - shift_estimate) < 0.1 * abs(shift_estimate)
assert abs(full[0] - p1) < 0.005 and abs(worst[0] - p1) < 0.005
assert abs(worst[0] - p1) < abs(p1_cool - p1)


def show(label, value, unit, form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Kp", Kp, "bar^2")
show("total pressure", P, "bar", ".2f")
show("AlCl pressure", p1, "bar")
show("AlCl pressure, converted", p1 * const.bar / const.torr, "Torr", ".1f")
show("AlCl3 pressure", p3, "bar")
show("AlCl pressure from Gibbs minimum", p1_gibbs, "bar", ".6f")
show("discriminant of quadratic factor", discriminant, "bar^2", ".3f")
show("extent per mol AlCl3 fed", extent, "mol", ".5f")
show("Al taken up per mol AlCl3 fed", 2 * extent, "mol", ".5f")
show("AlCl formed per mol AlCl3 fed", 3 * extent, "mol", ".5f")
show("AlCl pressure, feed 1 AlCl3 + 0.5 AlCl", p1_mixed, "bar")
show("extent for that mixed feed", extent_mixed, "mol", ".5f")
show("shortcut cube-root pressure", shortcut, "bar")
show("shortcut error", 100 * (shortcut / p1 - 1), "%", ".1f")
show("lower total pressure", P_low, "bar", ".2f")
show("AlCl pressure there", p1_low, "bar")
show("AlCl percentage there", 100 * p1_low / P_low, "%", ".1f")
show("AlCl pressure, 1 mol inert per mol AlCl3", p1_inert, "bar")
show("extent with that inert gas", extent_inert, "mol", ".5f")
show("d ln p1 / d ln Kp", slope_K, "(no unit)")
show("d p1 / d P", slope_P, "(no unit)")
show("rough temperature", T, "K", ".0f")
show("rough reaction enthalpy", dH / 1e3, "kJ/mol", ".0f")
show("standard reaction Gibbs energy", dG / 1e3, "kJ/mol", ".2f")
show("relative rise of p1 per kelvin", 100 * slope_T, "%/K", ".3f")
show("AlCl pressure 10 K cooler", p1_cool, "bar")
show("AlCl pressure 10 K hotter", p1_hot, "bar")
show("bond length used, AlCl", bond1, "angstrom", ".2f")
show("bond length used, AlCl2", bond2, "angstrom", ".2f")
show("bond angle used, AlCl2", angle2, "degrees", ".0f")
show("bond length used, AlCl3", bond3, "angstrom", ".2f")
show("MP2 energy, AlCl + AlCl3 to 2 AlCl2", dE_radical / 1e3,
     "kJ/mol", ".1f")
show("rough entropy of that reaction", dS_radical, "J/(mol K)", ".0f")
show("energy allowance", margin / 1e3, "kJ/mol", ".0f")
show("rough dimer dissociation enthalpy", dH_dimer / 1e3, "kJ/mol", ".0f")
show("rough dimer dissociation entropy", dS_dimer, "J/(mol K)", ".0f")
show("dimer dissociation constant", K_dimer, "bar", ".0f")
show("rough Al boiling point", T_boil, "K", ".0f")
show("rough Al heat of vaporisation", dH_vap / 1e3, "kJ/mol", ".0f")
show("Al vapour pressure", p_metal, "bar", ".1e")
show("AlCl2 pressure, full vapour", full[2], "bar", ".2e")
show("Al2Cl6 pressure, full vapour", full[3], "bar", ".2e")
show("AlCl3 pressure, full vapour", full[1], "bar")
show("AlCl pressure, full vapour", full[0], "bar", ".5f")
show("first-order shift of AlCl pressure", shift_estimate, "bar", ".1e")
show("AlCl2 pressure, lowered energy", worst[2], "bar", ".2e")
show("AlCl pressure, lowered energy", worst[0], "bar", ".5f")
print("done: every assertion held")
```

It prints:

```
Kp: 0.0100 bar^2
total pressure: 1.00 bar
AlCl pressure: 0.2000 bar
AlCl pressure, converted: 150.0 Torr
AlCl3 pressure: 0.8000 bar
AlCl pressure from Gibbs minimum: 0.200000 bar
discriminant of quadratic factor: -0.160 bar^2
extent per mol AlCl3 fed: 0.07692 mol
Al taken up per mol AlCl3 fed: 0.15385 mol
AlCl formed per mol AlCl3 fed: 0.23077 mol
AlCl pressure, feed 1 AlCl3 + 0.5 AlCl: 0.2000 bar
extent for that mixed feed: -0.07692 mol
shortcut cube-root pressure: 0.2154 bar
shortcut error: 7.7 %
lower total pressure: 0.10 bar
AlCl pressure there: 0.0682 bar
AlCl percentage there: 68.2 %
AlCl pressure, 1 mol inert per mol AlCl3: 0.1580 bar
extent with that inert gas: 0.11776 mol
d ln p1 / d ln Kp: 0.3077 (no unit)
d p1 / d P: 0.0769 (no unit)
rough temperature: 1300 K
rough reaction enthalpy: 390 kJ/mol
standard reaction Gibbs energy: 49.78 kJ/mol
relative rise of p1 per kelvin: 0.854 %/K
AlCl pressure 10 K cooler: 0.1834 bar
AlCl pressure 10 K hotter: 0.2176 bar
bond length used, AlCl: 2.13 angstrom
bond length used, AlCl2: 2.10 angstrom
bond angle used, AlCl2: 119 degrees
bond length used, AlCl3: 2.07 angstrom
MP2 energy, AlCl + AlCl3 to 2 AlCl2: 183.2 kJ/mol
rough entropy of that reaction: 40 J/(mol K)
energy allowance: 30 kJ/mol
rough dimer dissociation enthalpy: 125 kJ/mol
rough dimer dissociation entropy: 140 J/(mol K)
dimer dissociation constant: 195 bar
rough Al boiling point: 2740 K
rough Al heat of vaporisation: 290 kJ/mol
Al vapour pressure: 7.6e-07 bar
AlCl2 pressure, full vapour: 9.23e-04 bar
Al2Cl6 pressure, full vapour: 3.25e-03 bar
AlCl3 pressure, full vapour: 0.7961 bar
AlCl pressure, full vapour: 0.19968 bar
first-order shift of AlCl pressure: -3.2e-04 bar
AlCl2 pressure, lowered energy: 3.69e-03 bar
AlCl pressure, lowered energy: 0.19947 bar
done: every assertion held
```
